# Interface-Trap Density from High- and Low-Frequency MOS Capacitances, part 2

The density of interface traps in a metal–oxide–semiconductor capacitor on an n-type semiconductor is to be found from its capacitance at two frequencies. Capacitances are per unit area: $C_{ox}$ for the oxide, $C_s$ for the semiconductor and $C_{it}$ for the traps in equilibrium. All traps are assumed to follow the small signal in $C_{lf}$, and none in $C_{hf}$. Both measurements need the same surface potential $\psi$, so the traps must follow the steady gate voltage $V_G$ in both. At flat band $\psi=0$ and $V_G=0$; in depletion $\psi<0$.

Energies are in eV, $q$ is the elementary charge and $V_t=kT/q$. Below the conduction-band edge at the surface, a trap lies at depth $z$ and the Fermi level at depth $s=s_{fb}-\psi$, with $s_{fb}$ the flat-band value. The trap occupation is

$$f(z)=\frac1{1+e^{(s-z)/V_t}} ,$$

so that $df/dz=f(1-f)/V_t$. The density $D_{it}$, per unit area and per eV, is obtained as an average over a few $V_t$ around $z=s$:

$$\boxed{\langle D_{it}\rangle=\frac1q\left[\left(\frac1{C_{lf}}-\frac1{C_{ox}}\right)^{-1}-\left(\frac1{C_{hf}}-\frac1{C_{ox}}\right)^{-1}\right]}$$

The bracketed difference is $C_{it}$. Each inverse bracket, which removes the oxide, can be written as $C_{ox}C/(C_{ox}-C)$. The energy scale comes from

$$\frac{d\psi}{dV_G}=1-\frac{C_{lf}}{C_{ox}} .$$

The example has a gap of 3.2 eV, a temperature of 300 K, $V_t=0.02585$ V, $N_d=10^{16}$ donors per cm³ and an effective conduction-band density of states $N_c=10^{19}$ cm⁻³. Its trap profile is

$$D_{it}(z)=D_b+D_e\,e^{-z/w},$$

with $D_b=1.0\times10^{11}$ and $D_e=2.0\times10^{12}$ cm⁻² eV⁻¹, and $w=0.2$ eV. At $s=0.45$ eV, $\psi=-0.2714$ V and $V_G=-1.0065$ V. There, in nF/cm², $C_{ox}=69.063$, $C_{lf}=41.579$, $C_{hf}=30.223$, $C_s=53.74$ and $C_{it}=50.74$. The extracted density is $3.167\times10^{11}$ cm⁻² eV⁻¹.

The question now is what goes wrong if the gate is swept so quickly for the high-frequency curve that the traps do not follow the bias.

**A:** The two capacitances then belong to different values of $\psi$. As an extreme case, leave the traps with their flat-band occupation while the gate is taken to the example bias of $-1.0065$ V. In equilibrium many of them would have emitted electrons, and their charge would have become more positive. Without this contribution the semiconductor must supply more positive charge itself, so it is depleted more deeply. The surface potential becomes $-0.4843$ V instead of $-0.2714$ V.

Deeper depletion means a smaller $C_s$, and $C_{hf}$ falls from 30.223 to 25.061 nF/cm². Combining this with the equilibrium $C_{lf}$ subtracts too little and yields $4.07\times10^{11}$ cm⁻² eV⁻¹, which is 28% above the correct extraction. The traps failed to follow the fast signal, as required, but the bias condition was violated. This is a limiting case, not what a laboratory sweep produces at this bias. With the capture coefficient used below, these traps empty in less than a millisecond, so a sweep lasting seconds leaves them in equilibrium, and the error matters only at energies where the trap time constant approaches the sweep time. The sign also depends on the direction. After a fast sweep from deeper depletion the traps are left too empty, the depletion is shallower, too much is subtracted, and the density comes out too low.

**Q:** Now the alternating signals. "High" and "low" compared with what?

**A:** Compared with the rate at which traps exchange electrons with the conduction band. Let $n_s$ be the electron density at the surface and $c_n$ the capture coefficient. An empty trap captures at the rate $c_nn_s$, and a full one emits at a rate $e_n$:

$$\frac{df}{dt}=c_nn_s(1-f)-e_nf .$$

In equilibrium the two terms balance, so $e_n=c_nn_s(1-f)/f$, with equilibrium values of $n_s$ and $f$. The emission rate depends on the depth of the trap below the band edge. Both levels shift together when $\psi$ changes, so $e_n$ does not vary with the signal.

Now add a small signal $\delta\psi\,e^{i\omega t}$. Since $n_s$ is proportional to $e^{\psi/V_t}$, its change is $\delta n_s=n_s\,\delta\psi/V_t$. To first order,

$$i\omega\,\delta f=c_n(1-f)\,\delta n_s-(c_nn_s+e_n)\,\delta f .$$

The equilibrium value of $e_n$ gives

$$c_nn_s+e_n=c_nn_s\left(1+\frac{1-f}{f}\right)=\frac{c_nn_s}{f}.$$

Collect the terms in $\delta f$, multiply by $f/(c_nn_s)$ and define $\tau=1/(c_nn_s)$:

$$\delta f=\frac{f(1-f)}{1+i\omega\tau f}\,\frac{\delta\psi}{V_t}.$$

At $\omega\tau\ll1$ this is the equilibrium response used for $C_{lf}$. As $\omega\tau$ grows, the response at any fixed $f$ goes to zero, as assumed for $C_{hf}$.

**Q:** But $f$ varies from trap to trap. Those with small $f$ remain fast even when $\omega\tau$ is large.

**A:** They do, so the whole distribution must be summed. For a density that is constant near the Fermi level, use $df=f(1-f)\,dz/V_t$ again. With $x=\omega\tau$, the complex trap capacitance is

$$\tilde C_{it}=qD_{it}\int_0^1\frac{df}{1+ixf}=qD_{it}\,\frac{\ln(1+ix)}{ix}.$$

Since $\ln(1+ix)=\tfrac12\ln(1+x^2)+i\arctan x$, division by $ix$ gives

$$\tilde C_{it}=qD_{it}\left[\frac{\arctan x}{x}-i\,\frac{\ln(1+x^2)}{2x}\right].$$

The real part is charge moving in phase with $\psi$. The imaginary part is charge that lags and dissipates energy. For small $x$ the bracket tends to 1. For large $x$ the real part falls as $\pi/(2x)$ and the loss part as $(\ln x)/x$. The traps therefore drop out gradually: $x$ must be much larger than one, not merely larger.

**Q:** My formula uses measured capacitances and ignores loss. If loss is present, does removing the oxide still isolate the real part?

**A:** Not quite. Write the semiconductor and traps together as $A-iB$, where $A$ is $C_s$ plus the real part of $\tilde C_{it}$, and $B\ge0$ is the loss part. In series with the oxide this gives

$$\tilde C=\frac{C_{ox}(A-iB)}{C_{ox}+A-iB}.$$

A meter that reports parallel capacitance gives $C_p=\operatorname{Re}\tilde C$. Multiply numerator and denominator by $C_{ox}+A+iB$. The real part of $(A-iB)(C_{ox}+A+iB)$ is $A(C_{ox}+A)+B^2$, so

$$C_p=C_{ox}\,\frac{A(C_{ox}+A)+B^2}{(C_{ox}+A)^2+B^2}.$$

In $C_{ox}-C_p$ the terms in $B^2$ cancel in the numerator, and $(C_{ox}+A)^2-A(C_{ox}+A)=C_{ox}(C_{ox}+A)$:

$$C_{ox}-C_p=\frac{C_{ox}^2(C_{ox}+A)}{(C_{ox}+A)^2+B^2}.$$

Dividing $C_{ox}C_p$ by this expression leaves

$$\frac{C_{ox}C_p}{C_{ox}-C_p}=A+\frac{B^2}{C_{ox}+A}.$$

The apparent $qD_{it}$ is the value of the right-hand side at the low frequency minus its value at the high frequency.

**Q:** That rests on linearization, an integral and some complex algebra. Has the chain been checked as a whole?

**A:** Yes, by following the nonlinear rate equation in time for a set of trap levels coupled to the oxide and semiconductor under a small sinusoidal gate voltage. The in-phase gate charge gave $C_p$, from which the oxide was removed. With $C_s$ and $C_{it}$ from the example and a uniform trap density, the results were 101.55, 84.60 and 69.68 nF/cm² at $x=0.5$, 2 and 5. The formula gives 101.55, 84.59 and 69.68. These values lie between 104.48, where all traps follow, and 53.74, where none does. At $x=5$ the traps are still far from frozen.

**Q:** The loss term is positive. Could it make the apparent density too large?

**A:** Not in this model. At the high frequency, $A\ge C_s$ and the loss term is not negative, so at least $C_s$ is subtracted. It remains to show that the low-frequency value cannot exceed $C_s+C_{it}$.

Write $\tilde C_{it}=C_{it}(p-ig)$. A single trap contributes $1/(1+i\xi)$, with $\xi=\omega\tau f$. Its real part is $1/(1+\xi^2)$ and its loss part $\xi/(1+\xi^2)$, so it satisfies $g^2=p(1-p)$. This is a circle in the $(p,g)$ plane. A weighted average of points on a circle lies on or inside it, hence $g^2\le p(1-p)$ for any distribution of traps. Then

$$\frac{B^2}{C_{ox}+A}\le C_{it}(1-p)\,\frac{C_{it}\,p}{C_{ox}+C_s+C_{it}\,p}\le C_{it}(1-p).$$

Adding $A=C_s+C_{it}\,p$ gives at most $C_s+C_{it}$. Incomplete separation of the frequencies therefore lowers the apparent density, or at best leaves it equal to $\langle D_{it}\rangle$.

**Q:** Then tell me which energies I can trust.

**A:** With $n_s=N_ce^{-s/V_t}$, the time constant is $\tau=e^{s/V_t}/(c_nN_c)$. It grows exponentially as the Fermi level moves away from the conduction band. Setting $\omega\tau=1$ gives an edge for each frequency:

$$s=V_t\ln\frac{c_nN_c}{\omega}.$$

For $c_n=10^{-8}$ cm³/s, $c_nN_c=10^{11}$ s⁻¹. A high frequency of 1 MHz, or $\omega=6.28\times10^6$ s⁻¹, puts one edge at $0.02585\times\ln(1.59\times10^4)=0.250$ eV. A low frequency of 0.01 Hz puts the other at 0.726 eV. The usable range lies between them, with some distance from each, and more from the shallow edge: here about 95% or more of the density is found only from roughly 0.35 to 0.70 eV. Both edges assume a single $c_n$ for all traps. Each factor of ten in $c_n$ moves them by about 0.06 eV, and in a real interface $c_n$ is not known beforehand and can differ widely between traps. The table gives the apparent density divided by $\langle D_{it}\rangle$, calculated with the full exponential profile.

| $s$ (eV) | $\tau$ (s) | Fraction found |
|---|---|---|
| 0.20 | $2.29\times10^{-8}$ | 0.004 |
| 0.25 | $1.58\times10^{-7}$ | 0.143 |
| 0.35 | $7.58\times10^{-6}$ | 0.947 |
| 0.45 | $3.63\times10^{-4}$ | 0.999 |
| 0.55 | $1.74\times10^{-2}$ | 1.000 |
| 0.65 | $8.31\times10^{-1}$ | 0.999 |
| 0.75 | $3.98\times10^{1}$ | 0.528 |
| 0.85 | $1.90\times10^{3}$ | 0.016 |

**Q:** At 0.20 eV you find almost nothing. I would have reported an excellent interface.

**A:** And the report would have been wrong. The input density there is $10^{11}+2\times10^{12}e^{-1}=8.4\times10^{11}$ cm⁻² eV⁻¹, higher than at any other energy in the table. The traps follow both signals, so their contribution cancels in the subtraction. At 0.85 eV the cause is the opposite: the traps hardly follow either signal. Equal capacitances show that no traps distinguish between the two frequencies. They do not show that there are no traps.

**Q:** Can the long time constants also spoil the steady bias?

**A:** Yes, and the table does not include that error. It assumes equilibrium at every bias. At $s=0.85$ eV, $\tau$ is about 1900 s, so after a change of bias one would have to wait for a time of this order, about half an hour or more, before measuring. A faster sweep adds the error of mismatched surface potentials. The equation for $d\psi/dV_G$ then needs the same caution, because a capacitance measured at 0.01 Hz is no longer the equilibrium slope when the traps miss that signal.

**Q:** Does a wide gap make matters better or worse?

**A:** Both. The middle of the 3.2 eV gap is 1.6 eV from the band edge, far beyond the 0.726 eV limit at room temperature. Lowering the frequency helps only logarithmically: each factor of ten moves the edge by $V_t\ln10$, about 0.06 eV. Heating moves both edges deeper, in proportion to $T$ if the change of $c_nN_c$ is neglected. It therefore gives access to deeper traps at the cost of the shallow ones.

The benefit is the absence of minority carriers. With a valence-band density of states $N_v=10^{19}$ cm⁻³, the equilibrium hole density at the surface is $N_ve^{-(3.2-s)/V_t}$. Even at $s=0.85$ eV this is $3.3\times10^{-21}$ cm⁻³, which is negligible. In a narrow-gap material near inversion, holes could follow the low frequency and not the high one. Their capacitance would add to $C_s+C_{it}$ in $C_{lf}$ alone, and the subtraction would count them as traps.

**Q:** You have shown that imperfect frequencies make the density too small. May I then treat every result as a lower bound?

**A:** Only if the other assumptions hold. Consider a resistance $R$, multiplied by the device area, in series with a lossless capacitance $C$. The admittance is

$$Y=\frac{i\omega C}{1+i\omega RC}=\frac{i\omega C+\omega^2RC^2}{1+(\omega RC)^2}.$$

The parallel capacitance is the imaginary part divided by $\omega$, namely $C/[1+(\omega RC)^2]$. The high-frequency reading is reduced most, so too little is subtracted and the apparent density becomes too large. Raising the high frequency to freeze more traps makes this error worse.

The derivation also assumed negligible leakage and one value of $\psi$ across the whole interface. If $\psi$ varies laterally, the measured capacitances are averages over the area. The inverse brackets are nonlinear in them, so the extracted number need not be the area average of $D_{it}$.

**Q:** What would convince you that a particular measured value is sound?

**A:** I would vary the two frequencies separately. Well inside the window, away from both edges, lowering the low frequency or raising the high one should leave the result nearly unchanged. If the density rises when the low frequency is reduced, slow traps were being missed, provided that minority carriers and leakage are negligible. If it rises when the high frequency is increased, either fast traps were still following or series resistance is entering, and the resistance must be measured to decide. An unchanged result is necessary but not sufficient. A second family of traps with a much larger or much smaller capture coefficient can follow both signals, or neither, over the whole range tried, and it is then missed without any sign. The value counts only traps whose time constants lie between the two frequencies. I would also hold each bias until the capacitance stops drifting. The numerical output below lists the values for the example.

## Numbers as computed

```
Temperature = 300 K; kT/q = 0.02585 V
Relative permittivity: semiconductor 10.0, oxide 3.9
Oxide thickness = 50 nm; band gap = 3.2 eV
Donors = 1.0e+16 cm^-3; Nc = 1.0e+19 cm^-3; Nv = 1.0e+19 cm^-3
Trap background = 1.0e+11 cm^-2 eV^-1
Trap edge term = 2.0e+12 cm^-2 eV^-1; decay = 0.2 eV
Capture coefficient = 1.0e-08 cm^3/s
Low frequency = 0.01 Hz; high frequency = 1.0e+06 Hz
Flat-band s = 0.1786 eV; example s = 0.45 eV
Surface potential = -0.2714 V; gate voltage = -1.0065 V
C_ox = 69.063 nF/cm^2
C_lf = 41.579 nF/cm^2
C_hf = 30.223 nF/cm^2
C_s + C_it = 104.484 nF/cm^2
C_s = 53.742 nF/cm^2
C_it = 50.742 nF/cm^2
Extracted D_it = 3.1671e+11 cm^-2 eV^-1
Input D_it at Fermi level = 3.1080e+11 cm^-2 eV^-1
Thermally averaged input D_it = 3.1671e+11 cm^-2 eV^-1
Thermal factor of exponential part = 1.0280
D_it if C_lf is read 1% high = 3.3334e+11 cm^-2 eV^-1
Traps stuck at flat band: psi = -0.4843 V
Traps stuck at flat band: C_hf = 25.061 nF/cm^2
Traps stuck at flat band: D_it = 4.0663e+11 cm^-2 eV^-1
Potential change, s = 0.25 to 0.45 eV, from C_lf = -0.20000 V
Oxide-corrected capacitance (nF/cm^2): omega*tau, simulated, formula
  0.5  101.551  101.550
  2.0  84.595  84.594
  5.0  69.679  69.679
Window edge set by high frequency: s = 0.250 eV
Window edge set by low frequency: s = 0.726 eV
s (eV), tau (s), apparent D_it / thermally averaged D_it
  0.20  2.290e-08  0.0043
  0.25  1.584e-07  0.1434
  0.35  7.581e-06  0.9466
  0.45  3.628e-04  0.9985
  0.55  1.736e-02  1.0000
  0.65  8.308e-01  0.9993
  0.75  3.976e+01  0.5280
  0.85  1.903e+03  0.0159
Equilibrium surface holes at s = 0.85 eV: 3.3e-21 cm^-3
```
